**Critical radius for full depletion of a doped silicon wire**

In the depletion approximation, a round wire keeps a neutral core only above the radius $R_c=2\sqrt{\varepsilon V/(eN)}$, where $N$ is the donor density, $\varepsilon$ the permittivity, $e$ the elementary charge and $V$ the surface band bending measured from neutral material. For $N=10^{18}$ cm$^{-3}$, $V=0.5$ V and a relative permittivity of 11.7, the program prints 35.96 nm, against a flat-surface depletion width of 25.43 nm. It solves the nonlinear Poisson-Boltzmann equation, which assumes no depletion edge, and asserts that the radius for half the doping density on the axis approaches $R_c$ as the thermal energy is reduced, to within 0.5% at one hundredth of its 300 K value. It also asserts agreement with the formulas for the core of a 50 nm wire, the flat-surface width, and the axis potential and surface field of a 25 nm wire. At 300 K and $R=R_c$, the output shows an axis electron density of 0.292 $N$ but a cross-section average of only 1.91% of $N$. The axis density falls to 1% of $N$ at a radius of 31.42 nm, and the program asserts that the thin-wire formula agrees within 1%. The last lines size neglected effects with rough silicon parameters; these are estimates, not tests.

## Check in Python

```python
"""
Full depletion of a round, uniformly doped silicon wire.
Result under test: with the surface potential pinned a voltage V below that of
neutral material, a neutral core exists only for radii above
    R_c = 2 sqrt(eps V / (e N))    (depletion approximation),
N = donor density, eps = permittivity, e = elementary charge.
The check solves the nonlinear Poisson-Boltzmann equation, which assumes no
depletion edge. Lengths in nm, potentials in V, thermal energy kT in eV.
psi = potential relative to neutral material; densities are in units of N.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Inputs: chosen doping and bending, rough typical silicon parameters
doping_cm3 = 1e18
bending = 0.5
kappa = 11.7
temperature = 300.0
mass_dos = 1.08          # density-of-states mass, all valleys
mass_light = 0.19        # transverse mass, worst case for confinement
donor_depth = 0.045      # eV, phosphorus
intrinsic_cm3 = 1e10
breakdown_field = 1.0    # MV/cm, rough, at this doping

doping = doping_cm3 * 1e6                       # m^-3
eps = kappa * sc.epsilon_0
kT = sc.k * temperature / sc.e
curvature = sc.e * doping / eps * 1e-18         # e N / eps in V/nm^2


def solve_wire(radius, thermal, geometry=1, cells=1500, donor_ratio=np.inf):
    """Finite-volume Newton solution; geometry 1 = cylinder, 0 = flat slab.
    donor_ratio = (electron density at which half the donors are filled)/N.
    Returns cell centres, psi, electron density, mean electron density."""
    h = radius / cells
    r = (np.arange(cells) + 0.5) * h
    area = (np.arange(cells + 1) * h) ** geometry
    volume = r ** geometry * h
    link = area[1:-1] / h
    edge = area[-1] / (0.5 * h)
    diagonal = np.zeros(cells)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += edge
    if np.isinf(donor_ratio):
        bulk = 1.0
    else:
        bulk = 0.5 * (-donor_ratio + np.sqrt(donor_ratio**2 + 4 * donor_ratio))
    psi = np.zeros(cells)
    band = np.zeros((3, cells))
    band[0, 1:] = -link
    band[2, :-1] = -link
    for _ in range(5000):
        n = bulk * np.exp(psi / thermal)
        ionized = 1.0 / (1.0 + n / donor_ratio)
        flux = link * np.diff(psi)
        residual = curvature * volume * (n - ionized)
        residual[:-1] -= flux
        residual[1:] += flux
        residual[-1] += edge * (psi[-1] + bending)
        slope = n * (1.0 + ionized**2 / donor_ratio) / thermal
        band[1] = diagonal + curvature * volume * slope
        step = solve_banded((1, 1), band, -residual)
        psi = psi + step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    n = bulk * np.exp(psi / thermal)
    return r, psi, n, np.sum(n * volume) / np.sum(volume)


def radius_for_axis_density(fraction, thermal, cells=1500):
    """Radius at which the axis electron density equals fraction * N."""
    def mismatch(radius):
        psi = solve_wire(radius, thermal, cells=cells)[1]
        return psi[0] / thermal - np.log(fraction)
    return brentq(mismatch, 25.0, 45.0, xtol=1e-5)


# Critical radius in SI and in atomic units
r_crit = 2 * np.sqrt(eps * bending / (sc.e * doping)) * 1e9
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy in eV"][0]
doping_au = doping * bohr**3
bending_au = bending / hartree
r_crit_au = np.sqrt(kappa * bending_au / (np.pi * doping_au))
assert abs(r_crit_au * bohr * 1e9 / r_crit - 1) < 1e-7

# Sharp threshold as the thermal energy is reduced (mathematical control)
controls = [kT, kT / 10, kT / 100]
half_radii = [radius_for_axis_density(0.5, t) for t in controls]
errors = [abs(x / r_crit - 1) for x in half_radii]
assert errors[0] > errors[1] > errors[2]
assert errors[2] < 0.005
cold = kT / 100

# Neutral core of a thicker wire
thick = 50.0


def bending_with_core(a):
    return curvature / 4 * (thick**2 - a**2 - 2 * a**2 * np.log(thick / a))


core = brentq(lambda a: bending_with_core(a) - bending, 1e-3, thick - 1e-6)
core_numeric = thick * np.sqrt(solve_wire(thick, cold)[3])
assert abs(core_numeric / core - 1) < 0.01

# Flat surface
flat_width = np.sqrt(2 * eps * bending / (sc.e * doping)) * 1e9
slab = 60.0
flat_numeric = slab * (1 - solve_wire(slab, cold, geometry=0)[3])
assert abs(flat_numeric / flat_width - 1) < 0.005

# Thin wire at the temperature of use: axis potential and surface field
thin = 25.0
r, psi, n, _ = solve_wire(thin, kT)
axis_formula = -bending * (1 - (thin / r_crit) ** 2)
assert abs(psi[0] - axis_formula) < 2e-4
field_thin = curvature * thin / 2
field_numeric = -(psi[-1] - psi[-2]) / (r[-1] - r[-2])
assert abs(field_numeric / field_thin - 1) < 0.005

# Thermal smearing at the critical radius, with mesh convergence
_, psi_c, n_c, share = solve_wire(r_crit, kT)
_, _, n_fine, share_fine = solve_wire(r_crit, kT, cells=3000)
assert abs(share_fine / share - 1) < 1e-3
r_one = radius_for_axis_density(0.01, kT)
r_one_fine = radius_for_axis_density(0.01, kT, cells=3000)
r_one_formula = r_crit * np.sqrt(1 - kT / bending * np.log(100))
assert abs(r_one_fine - r_one) < 0.01
assert abs(r_one_formula / r_one - 1) < 0.01

# Sizes of neglected effects
mass_kT = mass_dos * sc.m_e * sc.k * temperature
n_band = 2 * (mass_kT / (2 * np.pi * sc.hbar**2)) ** 1.5
donor_ratio = 0.5 * n_band / doping * np.exp(-donor_depth / kT)
share_frozen = solve_wire(r_crit, kT, donor_ratio=donor_ratio)[3]
bulk_free = solve_wire(300.0, kT, donor_ratio=donor_ratio)[2][0]
holes = intrinsic_cm3**2 / doping_cm3 * np.exp(bending / kT)
omega = np.sqrt(sc.e**2 * doping / (2 * eps * mass_light * sc.m_e))
quantum = sc.hbar * omega / sc.e
levels = np.arange(400) + 0.5
quantum_factor = (np.sum(np.exp(-levels * quantum / kT)) * quantum / kT) ** 2
dopants = doping * np.pi * (r_crit * 1e-9) ** 3
radius_spread = 0.5 * r_crit / np.sqrt(dopants)
field_crit = curvature * r_crit / 2 * 10        # V/nm to MV/cm
surface_charge = doping_cm3 * r_crit * 1e-7 / 2

print(f"Donor density: {doping_cm3:.1e} cm^-3")
print(f"Surface band bending: {bending:.2f} V")
print(f"Relative permittivity: {kappa:.1f}")
print(f"Temperature: {temperature:.0f} K, kT = {kT*1e3:.2f} meV")
print(f"Donor density in atomic units: {doping_au:.4e} bohr^-3")
print(f"Bending in atomic units: {bending_au:.6f} hartree")
print(f"Critical radius in atomic units: {r_crit_au:.1f} bohr")
print(f"Critical radius: {r_crit:.2f} nm = {r_crit*10:.1f} angstrom")
print(f"Flat-surface depletion width, formula: {flat_width:.2f} nm")
print(f"Flat-surface depletion width, numerical: {flat_numeric:.2f} nm")
print(f"Surface field at critical radius: {field_crit:.3f} MV/cm")
print(f"Balancing surface charges: {surface_charge:.2e} cm^-2")
print("Radius with axis density N/2 as kT is reduced:")
for t, x in zip(controls, half_radii):
    print(f"  kT = {t*1e3:.4f} meV: {x:.3f} nm")
print(f"Core radius in {thick:.0f} nm wire, formula: {core:.2f} nm")
print(f"Core radius in {thick:.0f} nm wire, numerical: {core_numeric:.2f} nm")
print(f"Axis psi in {thin:.0f} nm wire, formula: {axis_formula:.4f} V")
print(f"Axis psi in {thin:.0f} nm wire, numerical: {psi[0]:.4f} V")
print(f"Axis-to-surface drop in that wire: {bending+axis_formula:.4f} V")
print(f"Surface field in that wire, formula: {field_thin*10:.4f} MV/cm")
print(f"Surface field, numerical: {field_numeric*10:.4f} MV/cm")
print("At the critical radius and 300 K:")
print(f"  axis potential: {psi_c[0]*1e3:.1f} mV")
print(f"  axis electron density / N: {n_c[0]:.3f}")
print(f"  mean electron density / N: {100*share:.2f} %")
print(f"  shift of mean on doubling mesh: {100*(share_fine-share):.1e} %")
print(f"Radius with axis density N/100, numerical: {r_one:.2f} nm")
print(f"  shift on doubling mesh: {r_one_fine-r_one:.1e} nm")
print(f"  thin-wire formula: {r_one_formula:.2f} nm")
print("Neglected effects (rough parameters):")
print(f"  donor level depth: {donor_depth*1e3:.0f} meV")
print(f"  free fraction in neutral silicon: {bulk_free:.2f}")
print(f"  mean density / N with this level: {100*share_frozen:.2f} %")
print(f"  N / band density of states: {doping/n_band:.3f}")
print(f"  surface hole density: {holes:.1e} cm^-3")
print(f"  level spacing in donor parabola: {quantum*1e3:.1f} meV")
print(f"  quantum / classical electron number: {quantum_factor:.3f}")
print(f"  donors in a length of one radius: {dopants:.0f}")
print(f"  radius spread from donor number: {radius_spread:.1f} nm")
print(f"  surface field / breakdown field: {field_crit/breakdown_field:.2f}")
print("all good")
```

Running it gives:

```
Donor density: 1.0e+18 cm^-3
Surface band bending: 0.50 V
Relative permittivity: 11.7
Temperature: 300 K, kT = 25.85 meV
Donor density in atomic units: 1.4818e-07 bohr^-3
Bending in atomic units: 0.018375 hartree
Critical radius in atomic units: 679.6 bohr
Critical radius: 35.96 nm = 359.6 angstrom
Flat-surface depletion width, formula: 25.43 nm
Flat-surface depletion width, numerical: 25.42 nm
Surface field at critical radius: 0.278 MV/cm
Balancing surface charges: 1.80e+12 cm^-2
Radius with axis density N/2 as kT is reduced:
  kT = 25.8520 meV: 37.662 nm
  kT = 2.5852 meV: 36.297 nm
  kT = 0.2585 meV: 36.011 nm
Core radius in 50 nm wire, formula: 21.01 nm
Core radius in 50 nm wire, numerical: 21.02 nm
Axis psi in 25 nm wire, formula: -0.2583 V
Axis psi in 25 nm wire, numerical: -0.2583 V
Axis-to-surface drop in that wire: 0.2417 V
Surface field in that wire, formula: 0.1933 MV/cm
Surface field, numerical: 0.1932 MV/cm
At the critical radius and 300 K:
  axis potential: -31.8 mV
  axis electron density / N: 0.292
  mean electron density / N: 1.91 %
  shift of mean on doubling mesh: -1.8e-06 %
Radius with axis density N/100, numerical: 31.42 nm
  shift on doubling mesh: -5.7e-08 nm
  thin-wire formula: 31.39 nm
Neglected effects (rough parameters):
  donor level depth: 45 meV
  free fraction in neutral silicon: 0.76
  mean density / N with this level: 1.42 %
  N / band density of states: 0.036
  surface hole density: 2.5e+10 cm^-3
  level spacing in donor parabola: 17.6 meV
  quantum / classical electron number: 0.962
  donors in a length of one radius: 146
  radius spread from donor number: 1.5 nm
  surface field / breakdown field: 0.28
all good
```
